\section*{Comment on the Delay of a Wire Doubled in Length}

\section{The argument under comment}

The argument concerns a uniform on-chip wire without repeaters. A voltage step is applied at one end, and the delay is the time at which the far end first reaches half of its final voltage. For a wire 1 mm long this delay is 75.75 ps. The argument then continues:

\begin{quote}
A 2 mm wire is two 1 mm wires in series. The signal needs 75.75 ps to cross the first and 75.75 ps to cross the second. The delay of the 2 mm wire is therefore 151.50 ps.
\end{quote}

The first sentence is correct. The second assumes that each half behaves inside the long wire as it did when it stood alone. Is that so, and if not, what is the delay of the long wire?

\section{What the wire equation says}

Let $r$ and $c$ be the resistance and capacitance per unit length. Both are held fixed when the length $L$ changes, which means the same cross-section, material and surroundings. The wire lies on $0\le x\le L$. Its voltage $V(x,t)$ is measured in units of the applied step, and $I(x,t)$ is the current towards larger $x$, divided by the same step. Inductance is neglected for now.

Ohm's law and charge conservation on a short piece of wire read
\begin{equation}
\frac{\partial V}{\partial x}=-rI,\qquad
\frac{\partial I}{\partial x}=-c\,\frac{\partial V}{\partial t}.
\label{eq:local}
\end{equation}
Differentiating the first equation with respect to $x$ and inserting the second gives
\begin{equation}
\frac{\partial^2 V}{\partial x^2}=-r\frac{\partial I}{\partial x}
=rc\,\frac{\partial V}{\partial t}.
\label{eq:diff}
\end{equation}
This is a diffusion equation. To isolate the wire's own, or intrinsic, delay, take an ideal source, $V(0,t)=1$ for $t>0$, and an open far end, where $I=0$ and hence $\partial V/\partial x=0$. The wire starts uncharged, $V(x,0)=0$.

Now measure position and time in the wire's own units, $x=L\xi$ and $t=rcL^2\tau$. Then
\begin{equation}
\frac{1}{L^2}\frac{\partial^2V}{\partial\xi^2}
=\frac{rc}{rcL^2}\frac{\partial V}{\partial\tau}
\quad\Longrightarrow\quad
\frac{\partial^2V}{\partial\xi^2}=\frac{\partial V}{\partial\tau}.
\end{equation}
The end conditions become $V=1$ at $\xi=0$ and $\partial V/\partial\xi=0$ at $\xi=1$. No parameter is left, so the far-end voltage is one fixed function, $V(L,t)=F(t/rcL^2)$. If $F$ first reaches one half at $\tau_{50}$, then
\begin{equation}
t_{50}=\tau_{50}\,rcL^2=\tau_{50}\,(rL)(cL).
\label{eq:t50}
\end{equation}
Doubling $L$ doubles the total resistance $rL$ and also the total capacitance $cL$. The intrinsic delay is multiplied by four. The same holds for any other fixed threshold below the final voltage, with a different coefficient in place of $\tau_{50}$.

The coefficient follows from the missing voltage $U=1-V$. It obeys the same equation, with $U=0$ at $\xi=0$, $\partial U/\partial\xi=0$ at $\xi=1$, and $U=1$ at $\tau=0$. The functions $\sin k_n\xi$ satisfy both end conditions if $\cos k_n=0$, that is, $k_n=(2n+1)\pi/2$ with $n=0,1,2,\dots$, and each decays as $e^{-k_n^2\tau}$. Their initial amplitudes are
\begin{equation}
a_n=\frac{\int_0^1\sin k_n\xi\,d\xi}{\int_0^1\sin^2k_n\xi\,d\xi}
=\frac{1/k_n}{1/2}=\frac{4}{(2n+1)\pi}.
\end{equation}
Since $\sin k_n=(-1)^n$ at the far end,
\begin{equation}
F(\tau)=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}
\,e^{-(2n+1)^2\pi^2\tau/4}.
\label{eq:series}
\end{equation}
Solving $F=1/2$ numerically gives $\tau_{50}=0.37875$.

The wire in the argument has $r=1$ k$\Omega$/mm and $c=200$ fF/mm, which are round model values. Because $1\ \mathrm{k}\Omega\cdot\mathrm{fF}=1$ ps, the product $rcL^2$ is 200 ps at 1 mm and 800 ps at 2 mm. Hence
\begin{align}
t_{50}(1\ \mathrm{mm})&=0.37875\times200\ \mathrm{ps}=75.75\ \mathrm{ps},\\
t_{50}(2\ \mathrm{mm})&=0.37875\times800\ \mathrm{ps}=303.00\ \mathrm{ps}.
\end{align}
The starting figure of the argument is right. Its conclusion, 151.50 ps, is half of the correct value in this model.

\section{Where the series picture loses delay}

The missing part can be located with a second measure of delay, the Elmore delay
\begin{equation}
T=\int_0^\infty\left[1-V(L,t)\right]dt.
\end{equation}
It is not the half-voltage time, but it splits into contributions from each piece of wire. For later use, let the source have a resistance $R_s$ and let the far end feed a receiver of capacitance $C_L$.

Define $M(x)=\int_0^\infty[1-V(x,t)]\,dt$, so that $T=M(L)$. By Eq.~(\ref{eq:local}),
\begin{equation}
\frac{dM}{dx}=-\int_0^\infty\frac{\partial V}{\partial x}\,dt
=r\int_0^\infty I(x,t)\,dt .
\end{equation}
The last integral is the total charge that passes $x$. Everything downstream ends at unit voltage, so this charge equals the downstream capacitance:
\begin{equation}
\frac{dM}{dx}=r\left[c(L-x)+C_L\right].
\label{eq:slope}
\end{equation}
At the near end, Ohm's law for the source gives $1-V(0,t)=R_sI(0,t)$. Integrated over time, this is $M(0)=R_s(cL+C_L)$. Integrating Eq.~(\ref{eq:slope}) from $0$ to $L$ then yields
\begin{equation}
T(L)=R_s(cL+C_L)+rLC_L+\tfrac12rcL^2.
\label{eq:elmore}
\end{equation}
The factor $\tfrac12$ arises because the charge stored at $x$ flows through the resistance $rx$ upstream of it and not through the whole wire.

Return to the bare wire, $R_s=C_L=0$, and join two pieces of length $L$. The total length is $2L$, so the downstream capacitance at $x$ is $c(2L-x)$. The two halves contribute
\begin{align}
\text{first half:}\quad&\int_0^L rc(2L-x)\,dx
=rc\left(2L^2-\tfrac12L^2\right)=\tfrac12rcL^2+rcL^2,\\
\text{second half:}\quad&\int_L^{2L}rc(2L-x)\,dx=\tfrac12rcL^2 .
\end{align}
The series picture counts the two terms $\tfrac12rcL^2$ and omits $rcL^2$. The omitted term is the resistance $rL$ of the first half times the capacitance $cL$ of the second. All the charge for the second half must pass through the first half, which had no such duty when it stood alone. For $L=1$ mm the sum is $100+200+100=400$ ps, against 100 ps for one piece. The omitted term is as large as the two counted terms together.

\section{A qualification: driver and receiver}

The factor four belongs to the wire's own delay. It must not be applied without thought to a complete link. From Eq.~(\ref{eq:elmore}),
\begin{align}
T(2L)&=R_s(2cL+C_L)+2rLC_L+2rcL^2,\\
2T(L)&=R_s(2cL+2C_L)+2rLC_L+rcL^2,
\end{align}
and therefore
\begin{equation}
T(2L)-2T(L)=rcL^2-R_sC_L .
\label{eq:excess}
\end{equation}
The Elmore delay more than doubles when $rcL^2>R_sC_L$, and less than doubles when the inequality is reversed. It stays below four times the original, because
\begin{equation}
4T(L)-T(2L)=2R_scL+3R_sC_L+2rLC_L
\end{equation}
is positive whenever a driver resistance or a receiver capacitance is present. For large $L$ the quadratic term dominates $T$ and the ratio tends to four. For $L\to0$ only $R_sC_L$ survives, if it is nonzero, and the ratio tends to one.

Take $R_s=0.5$ k$\Omega$ and $C_L=12.5$ fF. In the order of Eq.~(\ref{eq:elmore}),
\begin{align}
T(1\ \mathrm{mm})&=106.25+12.50+100.00=218.75\ \mathrm{ps},\\
T(2\ \mathrm{mm})&=206.25+25.00+400.00=631.25\ \mathrm{ps}.
\end{align}
The ratio is 2.89. The last term has quadrupled, but at 1 mm it makes up less than half of the total.

The half-voltage delay of the complete link behaves similarly. To obtain it, the wire was divided into resistor--capacitor sections 5 $\mu$m long, and the resulting linear equations were solved through their eigenmodes. The delay rises from 161.9 to 473.3 ps, a ratio of 2.92.

By Eq.~(\ref{eq:excess}), the Elmore delay exactly doubles at $L=\sqrt{R_sC_L/rc}=0.177$ mm. Below that length even the naive doubling rule overestimates the Elmore delay. Going from 0.05 to 0.10 mm raises $T$ from 12.1 to 18.5 ps, a factor of 1.53. Neglecting inductance is therefore not enough to justify the factor four. At 0.05 mm the wire's own term, $\tfrac12rcL^2$, is only 0.25 ps of the 12.1 ps, while the wire's capacitance, charged through the driver, adds $R_scL=5$ ps. The term ``RC-dominated'' supports the factor four only if the wire's own term, $\tfrac12rcL^2$, is much larger than the sum of the others. When it merely equals that sum, at $L=1.18$ mm for the present values, doubling the length multiplies $T$ by only 2.98.

\section{When the series picture is right: repeaters}

The argument would be sound if a device at the midpoint switched at half voltage, without delay or loading, and sent a fresh, sharp step into the second half. A repeater approximates this. It presents a small input capacitance to the wire before it and drives the wire after it from the supply, so the charge for the second half no longer passes through the first.

Divide the wire into $k$ equal segments. Each has a driver of resistance $R_s$ and ends on an input capacitance $C_L$, so there are $k-1$ inserted repeaters besides the first driver. The repeaters' internal delay and output capacitance are neglected. In a real circuit they add a fixed delay per segment, which raises the total and favours fewer segments than found below. Each repeater is also assumed to switch abruptly and launch a sharp step. A real repeater driven by the slow edge at the end of a segment turns on gradually, which adds further delay per stage. Adding $k$ copies of Eq.~(\ref{eq:elmore}) for length $L/k$ gives the delay estimate
\begin{align}
T_k&=k\left[R_s\left(\frac{cL}{k}+C_L\right)+\frac{rL}{k}C_L
+\frac{rcL^2}{2k^2}\right]\nonumber\\
&=kR_sC_L+R_scL+rLC_L+\frac{rcL^2}{2k}.
\label{eq:repeated}
\end{align}
More segments reduce the last term and increase the first. Treating $k$ as continuous,
\begin{equation}
\frac{dT_k}{dk}=R_sC_L-\frac{rcL^2}{2k^2}=0
\quad\Longrightarrow\quad
k_{\rm opt}=L\sqrt{\frac{rc}{2R_sC_L}} .
\end{equation}
The second derivative, $rcL^2/k^3$, is positive, so this is a minimum. The optimum number of segments grows in proportion to $L$, which means that the best segment length is fixed. If $L$ and $k$ are both doubled, every term of Eq.~(\ref{eq:repeated}) doubles.

For the present values $k_{\rm opt}=4$ at 1 mm and 8 at 2 mm. The Elmore estimates, not to be compared with the half-voltage delays above, are
\begin{align}
T_4(1\ \mathrm{mm})&=25+100+12.5+25=162.5\ \mathrm{ps},\\
T_8(2\ \mathrm{mm})&=50+200+25+50=325\ \mathrm{ps}.
\end{align}
The estimate doubles, and at 2 mm it is about half of the unrepeated Elmore delay, 631.25 ps. This gain is a best case that rests on the idealised repeater. The neglected effects make it smaller in a real circuit.

Linear growth requires that repeaters be added as the wire grows. If the 2 mm wire keeps the four segments of the 1 mm wire, then
\begin{equation}
T_4(2\ \mathrm{mm})=25+200+25+100=350\ \mathrm{ps},
\end{equation}
which is 2.15 times the 1 mm value. The wire term has again quadrupled, from 25 to 100 ps.

Repeaters also have a cost. Going from one segment to two changes the Elmore estimate by $T_2-T_1=R_sC_L-\tfrac14rcL^2$. By this estimate there is a gain only if $rcL^2>4R_sC_L$, so a sufficiently short wire is better left alone.

\section{When inductance matters}

An inductance $l$ per unit length adds a term to Ohm's law, $\partial V/\partial x=-rI-l\,\partial I/\partial t$. Repeating the step that led to Eq.~(\ref{eq:diff}) gives
\begin{equation}
\frac{\partial^2V}{\partial x^2}
=rc\,\frac{\partial V}{\partial t}+lc\,\frac{\partial^2V}{\partial t^2}.
\end{equation}
In the scaled variables this becomes
\begin{equation}
\frac{\partial^2V}{\partial\xi^2}=\frac{\partial V}{\partial\tau}
+\lambda\,\frac{\partial^2V}{\partial\tau^2},\qquad
\lambda=\frac{lc\,L^2}{(rcL^2)^2}=\frac{l}{r^2cL^2}.
\end{equation}
The parameter $\lambda$ depends on $L$, so the quadratic law is no longer exact. For the bare wire it remains a good approximation for the half-voltage delay when $\lambda\ll1$. The Elmore delay is not changed by $l$ at all, because the added term integrates over time to $l\,[I(x,\infty)-I(x,0)]=0$. The values of $T$ given above therefore stand even for the 0.05 mm wire, where $\lambda=0.8$ for the value of $l$ used below.

With $l=0.4$ nH/mm, $\lambda=0.002$ at 1 mm, and it is smaller still at 2 mm. The equation was solved for the bare wire by expanding in the same sine functions as before, each amplitude now obeying a damped-oscillator equation. The half-voltage delays are 75.78 and 303.03 ps. Their ratio is 3.999, so neglecting inductance was justified here.

The opposite limit is a wire of very low resistance. For $r\to0$ the equation becomes a wave equation with speed $1/\sqrt{lc}$. The step travels unchanged to the open end, where the current must vanish. The reflected wave therefore carries the opposite current and an equal voltage, and the far end jumps from 0 to 2 at the flight time $L\sqrt{lc}$. It passes one half in that jump, so the first crossing is proportional to $L$. With $r$ reduced to 1 $\Omega$/mm, the same numerical solution gives 8.94 ps at 1 mm and 17.89 ps at 2 mm. Here doubling the length does double the delay, because the signal propagates as a wave and does not diffuse.

\section{Recommended correction}

The sentence assigning 75.75 ps to each half should be withdrawn, and the 2 mm delay changed from 151.50 to 303.00 ps. The corrected claim should state its conditions: a uniform wire of unchanged cross-section, negligible inductance, and driver and receiver terms small compared with the wire's own. If the authors wish to keep a delay proportional to length, one way is to specify repeaters at a fixed spacing.

All numerical values are calculated from the stated model.
